Double-grid projector weights from orbital interpolation, and their order of accuracy

**Definitions and conventions**

A separable pseudopotential acts on an orbital ψ through overlaps ⟨v|ψ⟩ with short-ranged projectors v. On a real-space grid ψ is stored at coarse nodes, while v is known everywhere and may vary strongly between two nodes. In one dimension let

x_J = Jh (coarse nodes), x_j = jh/n (fine nodes),

with integer J, j and n ≥ 1. Capital indices are coarse, small ones fine, and ψ_J = ψ(x_J). Projectors are real and vanish, or are negligible, outside a finite region. Atomic units are used: bohr for length and hartree for energy.

Direct sampling is the sum h Σ_J v(x_J)ψ_J. The double-grid method samples v on the fine mesh and obtains ψ there by interpolation of degree p. The interpolated orbital is called ψ̃.

**Two cells by hand**

Take h = 1, n = 2 and a projector that is nonzero at two fine points:

v(0) = 2, v(1/2) = 4, v(1) = 0.

Linear interpolation gives ψ̃(1/2) = (ψ_0 + ψ_1)/2. The fine sum has spacing 1/2, so

S = (1/2)[2ψ_0 + 4(ψ_0 + ψ_1)/2]
= (1/2)[4ψ_0 + 2ψ_1]
= 2ψ_0 + ψ_1.

This is a coarse sum with weights w_0 = 2 and w_1 = 1. Direct sampling would have given 2ψ_0 and missed the large value at the midpoint. The orbital need not be interpolated again: the projector value at the midpoint has been handed back to the two nodes, half to each.

Now try ψ = x². The fine sum with the true orbital is (1/2)·4·(1/4) = 1/2, but the folded sum gives w_1·1 = 1. The chord lies above the parabola at the midpoint by 1/2 − 1/4 = 1/4, and (1/2)·4·(1/4) = 1/2 is the whole discrepancy.

A cubic through the nodes −1, 0, 1, 2 removes it. Its Lagrange weights at t = 1/2 are

L_−1 = t(t−1)(t−2)/[(−1)(−2)(−3)] = (3/8)/(−6) = −1/16,
L_0 = (t+1)(t−1)(t−2)/[(1)(−1)(−2)] = (9/8)/2 = 9/16,

and by reflection L_1 = 9/16, L_2 = −1/16. The midpoint carries (1/2)·4 = 2, and the node at 0 carries (1/2)·2 = 1 directly. Hence

w_−1 = −1/8, w_0 = 1 + 9/8 = 17/8, w_1 = 9/8, w_2 = −1/8.

For ψ = x² the sum is −1/8 + 0 + 9/8 − 4/8 = 1/2, as required. The weights now reach nodes where v itself vanishes. They must be kept there.

**The general weights**

For a fine point x, let L_J(x) be the Lagrange weights on p+1 neighbouring nodes. For odd p the point lies in the central cell of these nodes. For even p they are centred on the nearest node, and n is taken odd so that no fine point is equally near to two nodes. Then

ψ̃(x_j) = Σ_J L_J(x_j) ψ_J.

Insert this in the fine sum and exchange the two finite sums:

S = (h/n) Σ_j v(x_j) Σ_J L_J(x_j) ψ_J
= h Σ_J w_J ψ_J,

w_J = (1/n) Σ_j L_J(x_j) v(x_j).

For p = 1 the function L_J is the hat 1 − |x − x_J|/h for |x − x_J| ≤ h, and zero beyond. For n = 1 every fine point is a node, L_J(x_K) = δ_JK, and w_J = v(x_J): direct sampling returns. The weights extend beyond the support of v by at most (p+1)h/2.

The same weights must stand on both sides of the nonlocal operator. For one channel of real strength D the energy is E = D S*S. Since S* = h Σ_J w_J ψ_J*,

∂E/∂ψ_J* = D h w_J S.

The norm h Σ_J |ψ_J|² has the derivative hψ_J, so the operator action is found by dividing by h:

(Vψ)_J = D w_J h Σ_K w_K ψ_K.

Its matrix D h w_J w_K is symmetric. Folding one side only would in general lose this symmetry and the link to an energy. For real ψ the derivative ∂E/∂ψ_J is 2h(Vψ)_J. A numerical gradient of the fine-mesh energy, with separately computed cubic interpolation, agrees with this expression to 2×10⁻¹⁴ in atomic units.

**A bound that needs no smooth projector**

Add and subtract the fine sum with the true orbital:

S − ∫vψ dx = (h/n) Σ_j v(x_j)[ψ̃(x_j) − ψ(x_j)] + [(h/n) Σ_j v(x_j)ψ(x_j) − ∫vψ dx].

The first part is interpolation error; the second is fine quadrature error and does not depend on p. A projector cut off abruptly can make the second part dominate, and raising p will then not help.

For the first part, let ψ be real with p+1 continuous derivatives; a complex orbital is treated by its real and imaginary parts. Let P(y) be the product of y − x_k over the stencil nodes. For x not a node, define

F(y) = ψ(y) − ψ̃(y) − [ψ(x) − ψ̃(x)] P(y)/P(x),

where ψ̃ is the polynomial belonging to this stencil. F vanishes at the p+1 nodes and at x. Applying Rolle's theorem p+1 times to these p+2 zeros gives a point ξ with F^(p+1)(ξ) = 0. The polynomial ψ̃ has degree at most p, so its derivative of order p+1 is zero, while that of P is (p+1)!. Therefore

ψ̃(x) − ψ(x) = −P(x) ψ^(p+1)(ξ)/(p+1)!.

Measure x from a reference node as th, with stencil nodes at kh. Then P(x) = h^(p+1) Π(t), where Π(t) = ∏_k(t − k), and

|interpolation error| ≤ K_p h^(p+1) max|ψ^(p+1)| (h/n) Σ_j |v(x_j)|,

with K_p the largest |Π(t)|/(p+1)! over the fine offsets. No derivative of v appears. This is why the method suits a sharp projector and a smooth orbital.

**A projector resolved by the coarse grid**

To find the actual error rather than a bound, expand ψ_J about the fine point x. Since x_J − x = h(k − t),

ψ̃(x) = Σ_m h^m μ_m(t) ψ^(m)(x)/m!,
μ_m(t) = Σ_k L_k(t)(k − t)^m.

The moment μ_m is the interpolated value, at y = x, of the polynomial [(y − x)/h]^m. Polynomials up to degree p are reproduced, so μ_0 = 1 and μ_1 = … = μ_p = 0. For m = p+1 the remainder formula gives μ_(p+1) = −Π(t).

Let v be smooth and fixed while h → 0. A term in the error has the form

(h/n) Σ_j g(x_j) μ_m(t_j) = (1/n) Σ_s μ_m(s/n) [h Σ_J g(Jh + sh/n)], g = vψ^(m).

Each bracket is a coarse sum of a smooth, decaying function and tends to ∫g dx faster than any power of h. The moment may thus be replaced by its mean ⟨μ_m⟩ over the n offsets. If q is the first order with a nonzero mean,

S − ∫vψ dx ≈ c_(p,n) h^q ∫vψ^(q) dx, c_(p,n) = ⟨μ_q⟩/q!.

For odd p, Π has one sign throughout the central cell, so for n > 1 its mean is nonzero and q = p+1. For even p the stencil is symmetric about t = 0, Π is an odd function of t, and its mean over symmetric offsets vanishes. The order rises to q = p+2, provided the next mean is nonzero, as it is in the cases computed here.

The constants for p = 1 and p = 3 follow from u = t(1 − t), with t = s/n and s = 0, …, n−1. For p = 1, Π = t(t−1) = −u and μ_2 = u. Using the sums of s and s²,

⟨u⟩ = (n−1)/(2n) − (n−1)(2n−1)/(6n²) = (1 − n⁻²)/6,
c_(1,n) = (1 − n⁻²)/12.

For p = 3, group the factors as (t+1)(t−2) = −(u+2) and t(t−1) = −u. Thus Π = u² + 2u and μ_4 = −(u² + 2u). With u² = t² − 2t³ + t⁴ and

⟨t²⟩ = 1/3 − 1/(2n) + 1/(6n²),
⟨t³⟩ = 1/4 − 1/(2n) + 1/(4n²),
⟨t⁴⟩ = 1/5 − 1/(2n) + 1/(3n²) − 1/(30n⁴),

the terms in 1/n and 1/n² cancel, leaving ⟨u²⟩ = (1 − n⁻⁴)/30. Hence

c_(3,n) = −[(1 − n⁻⁴)/30 + (1 − n⁻²)/3]/24.

At n = 5 these are 0.0800 and −0.01472. For a Gaussian projector of width 0.5 bohr and the orbital exp(−x²/2), halving h from 0.1 to 0.05 bohr gives the orders 2.00, 2.00, 4.00, 4.00, 5.99 and 5.99 for p = 0 to 5. At h = 0.05 bohr the errors agree with the leading-order formula within 0.3%.

There is a reverse side. In this resolved case direct sampling is already accurate to rounding: at h = 0.1 bohr its overlap error is about 10⁻¹⁶, against 2.1×10⁻⁶ for the cubic double grid. Interpolation then adds an error that was not there before.

**A projector as sharp as the grid**

The averaging fails if v is too narrow for the coarse grid to resolve. Let its width be a fixed fraction of h, its centre x_0 = ah, and its integral one. Let n be large enough for the fine mesh to resolve v, so that the fine quadrature error is negligible; otherwise that error would not shrink with h. The leading error becomes

h^(p+1) [ψ^(p+1)(x_0)/(p+1)!] (h/n) Σ_j v(x_j) μ_(p+1)(t_j).

The last factor does not shrink with h, but it depends on the position a within the cell. The general order is p+1 for odd and even p alike. For even p, a symmetric projector centred on a node or midway between nodes still makes the leading term cancel; elsewhere that protection is absent.

With width 0.2h, a = 1/4 and n = 15, the measured orders are 1.00, 2.02, 3.01, 4.02, 5.01 and 6.02 for p = 0 to 5. The errors at h = 0.04 bohr are 22% to 48% of the bound. At this position each further degree thus raises the order by one, while for resolved projectors degrees 2 and 3 share order four.

**Three dimensions and the algorithm**

With interpolation along each axis, the weight at a coarse node (J,K,M) is

w_JKM = n⁻³ Σ_(j,k,m) L_J(x_j) L_K(y_k) L_M(z_m) v(x_j, y_k, z_m),

and S = h³ Σ w_JKM ψ_JKM. The projector need not factorize. For resolved v the leading errors of the axes add:

S − ∫vψ d³r ≈ c_(p,n) h^q Σ_a ∫v ∂_a^q ψ d³r, a = x, y, z.

Products of errors from two axes are of order h^(2q).

The method is:

1. For each atomic position, evaluate v on a fine mesh covering its support.
2. Fold the array along x, then y, then z with the Lagrange weights, and divide by n³.
3. Store w on all nodes it reaches, including those outside the support of v.
4. Form S = h³ Σ wψ and add D w S to the operator action.

Steps 1 to 3 are repeated when the atom moves, but not when the orbital changes.

**An atom moving across the grid**

Consider a model p-type channel with

v = N_σ z exp(−r²/2σ²), φ = N_s z exp(−r²/2s²), N_σ² = 2/(π^(3/2)σ⁵),

and N_s defined likewise. Take σ = 0.2 bohr, s = 1 bohr, D = 10 hartree, h = 0.4 bohr and n = 5. The product of the Gaussians has variance τ² = σ²s²/(σ² + s²), and ∫z² exp(−r²/2τ²) d³r = (2π)^(3/2)τ⁵. Hence

⟨v|φ⟩ = N_σ N_s (2π)^(3/2) τ⁵ = [2σs/(σ² + s²)]^(5/2) = (0.4/1.04)^(5/2) = 0.091742,
E = 10 × 0.091742² hartree = 84.17 mhartree.

Move the atom, with its orbital, along the cell diagonal in ten steps. E should not change. The largest errors and the spreads (highest minus lowest energy) along this diagonal are:

- direct sampling: error 19.18, spread 37.83 mhartree;
- p = 1: error 10.07, spread 0.774 mhartree;
- p = 3: error 1.18, spread 0.133 mhartree;
- p = 5: error 0.217, spread 0.030 mhartree.

Relative to E, the largest errors are 22.8%, 12.0%, 1.4% and 0.26%. Along the diagonal the spread falls from 1029 meV with direct sampling to 3.6 meV with p = 3. The diagonal does not contain the extremes of the cell: there the sampling errors of x and y have the opposite sign to that of z and partly cancel. With independent shifts on the three axes, direct sampling reaches an error of 34.6 and a spread of 61.8 mhartree, and the spread for p = 3 is 0.15 mhartree. Linear interpolation removes most of the position dependence but leaves a large, nearly constant error. A small spread is therefore no proof of an accurate energy.

The cubic error can be estimated by hand. At s = 1, differentiation gives

∂_x⁴ exp(−x²/2) = (x⁴ − 6x² + 3) exp(−x²/2),
∂_z⁴ [z exp(−z²/2)] = (z⁵ − 10z³ + 15z) exp(−z²/2).

The Gaussian moments are τ², 3τ⁴ and 15τ⁶. Relative to the overlap, x and y each contribute 3τ⁴ − 6τ² + 3 = 3(1 − τ²)², and z contributes (15τ⁶ − 30τ⁴ + 15τ²)/τ² = 15(1 − τ²)². With 1 − τ² = 1/1.04 the total is 21/1.04² = 19.4, so

δS/S ≈ −0.01472 × 0.4⁴ × 19.4 = −0.0073.

Since E contains S², its relative error is about −1.5%, or −1.2 mhartree. The computed energies lie 1.18 mhartree too low at a node and 1.05 too low at the cell centre. The leading term sets the size, although h is not small enough for it to give the full value.

**Once v is resolved, more fine points are not more accuracy**

With the atom shifted by 0.1 bohr along each axis, the cubic errors for n = 2, 3, 5 and 8 are −0.900, −1.044, −1.115 and −1.139 mhartree. They approach a nonzero limit, as the factors 1 − n⁻² and 1 − n⁻⁴ suggest. Once v is resolved by the fine mesh, a larger n does not remove the interpolation error. A smaller h reduces it, and so does going from p = 3 to p = 5. Going from an even degree to the next odd one need not help when v is resolved: at n = 5 the constant c_(p,n) is −0.00864 for p = 2 and −0.01472 for p = 3, with the same order in h.

At the same position n = 1 gives an error of only +0.0001 mhartree. This comes from the position. For an even function g displaced by d, Poisson summation reads

h Σ_J g(Jh − d) = Σ_m ĝ(2πm/h) cos(2πmd/h), ĝ(k) = ∫g(x) cos(kx) dx.

The term m = 0 is the integral. Here d = h/4, so the terms m = ±1 vanish on every axis. At a node the cosine is 1, and direct sampling gives 65.51 mhartree; at the cell centre it is −1, and the result is 103.34. One favourable position says little about the method.

**Effect on an energy level**

Write the folded projector as v + δ. To first order the potential changes by D(|δ⟩⟨v| + |v⟩⟨δ|). For a real, normalized, nondegenerate state ψ the level therefore moves by

δε ≈ 2D⟨v|ψ⟩⟨δ|ψ⟩ ≈ 2D⟨v|ψ⟩ c_(p,n) h^q ∫vψ^(q) dx.

This assumes that the kinetic and local terms are converged. As a check, take the oscillator −½d²/dx² + ½x² plus D|v⟩⟨v|, with D = −1 hartree and a normalized Gaussian v of width 0.5 bohr centred at 0.3 bohr. Diagonalization in an oscillator basis gives the ground level −0.323243 hartree. With n = 5 and h = 0.1 bohr, the double-grid errors are 1.54×10⁻³, 1.02×10⁻⁵ and 1.39×10⁻⁷ hartree for p = 1, 3 and 5. They agree with the first-order formula within 2%, and halving h from 0.2 bohr gives the orders 1.99, 3.97 and 5.93.

This example also shows a limit on the assumption of a smooth orbital. Its Schrödinger equation gives

ψ″ = (x² − 2ε)ψ + 2D⟨v|ψ⟩v.

The projector enters the curvature of the eigenfunction, and further differentiation brings in derivatives of v. If v is made sharper at fixed h, the orbital can acquire structure that the coarse grid cannot represent. The double grid repairs the sampling of the projector; it does not supply missing resolution in the orbital. The computed values for these cases, apart from the off-diagonal extremes, are in the numerical output below.

Table of computed values

```
gradient vs folded operator, max gap: 1.7e-14 hartree
Resolved v: width 0.5 bohr, n=5, h=0.1 -> 0.05 bohr
p  c(p,n)      order  error/predicted (h=0.05)
0  +0.0400000  2.000  0.9999
1  +0.0800000  1.999  0.9998
2  -0.0086400  3.997  0.9994
3  -0.0147200  3.996  0.9991
4  +0.0018560  5.992  0.9982
5  +0.0030464  5.990  0.9978
h=0.1 bohr error: direct 1e-16, p=3 2.08e-06
Sharp v: width 0.2 h, offset 0.25 h, n=15
p  order (h=0.08->0.04)  error/bound (h=0.04)
0  1.001  0.224
1  2.023  0.475
2  3.008  0.259
3  4.023  0.465
4  5.009  0.268
5  6.023  0.462
3D order, n=3, h=0.2->0.1 bohr; error/predicted at 0.1
p=1: order 1.991, ratio 0.9979
p=3: order 3.975, ratio 0.9943
3D model: v width 0.2, orbital width 1.0 bohr
D=10.0 hartree, h=0.4 bohr, n=5
exact overlap 0.091742
exact energy 84.1653 mhartree
method: E at node, E at cell centre, worst error, spread (mhartree)
direct: 65.5129, 103.3404, 19.1751, 37.8275
p=1: 74.0935, 74.8672, 10.0719, 0.7738
p=3: 82.9837, 83.1168, 1.1817, 0.1331
p=5: 83.9481, 83.9783, 0.2172, 0.0302
spread in meV: direct 1029.3, p=3 3.62
p=3, shift 0.1 bohr on each axis: n, energy error (mhartree)
1  +0.0001
2  -0.9002
3  -1.0439
5  -1.1151
8  -1.1392
1D level: v centre 0.3, width 0.5 bohr, D=-1.0 hartree, n=5
reference level -0.323242575 hartree
p: error h=0.2, error h=0.1 (hartree), order, error/predicted
1: +6.103e-03, +1.538e-03, 1.988, 0.9973
3: +1.604e-04, +1.022e-05, 3.971, 0.9935
5: +8.451e-06, +1.390e-07, 5.926, 0.9829
```
